# Gaussian compensation charges for PAW: normalization, Fourier transform and electrostatic potential: a numerical check

```python
# Gaussian PAW compensation charge, Rydberg atomic units (e^2 = 2, bohr, Ry).
# g_L = c_l r^l exp(-a r^2) Y_lm,  c_l = 2 a^(l+3/2)/Gamma(l+3/2). Under test:
#  moment     int g_L r^l' conj(Y_L') d3r = delta_LL'
#  transform  int exp(-ik.r) g_L d3r = 4 pi (-i)^l k^l exp(-k^2/4a) Y_L/(2l+1)!!
#  potential  2 int g_L(r')/|r-r'| d3r' = v_l Y_L, v_l = 8 pi P(l+1/2,a r^2)/((2l+1) r^(l+1))
# P = regularized lower incomplete gamma function; also tails and self-energy.
import math
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad
from scipy.special import gamma, gammainc, gammaincc, gammainccinv, lpmv, spherical_jn, erf
from scipy.constants import physical_constants

RY_EV = physical_constants['Rydberg constant times hc in eV'][0]
PI = np.pi
a, rc, amp, R0 = 3.0, 2.0, 0.1, 2.2
LM = [(l, m) for l in range(4) for m in range(-l, l + 1)]

def dfact(l): return math.prod(range(2 * l + 1, 0, -2))
def c(l, al=a): return 2 * al**(l + 1.5) / gamma(l + 1.5)
def g(l, r, al=a): return c(l, al) * r**l * np.exp(-al * r * r)
def ft(l, k): return 4 * PI * k**l * np.exp(-k * k / (4 * a)) / dfact(l)
def v(l, r): return 8 * PI * gammainc(l + 0.5, a * r * r) / ((2 * l + 1) * r**(l + 1))
def p_erf(l, x):
    return erf(np.sqrt(x)) - np.exp(-x) * sum(x**(j + .5) / gamma(j + 1.5) for j in range(l))
def eself(l): return 4 * gamma(l + .5) * (2 * a)**(l + .5) / dfact(l)**2
def integ(f, lo, hi): return quad(f, lo, hi, epsabs=0, epsrel=1e-11, limit=400)[0]
def close(x, y, tol): return abs(x - y) <= tol * abs(y)
def ylm(l, m, x, y, z):
    r = np.sqrt(x * x + y * y + z * z); n = abs(m)
    norm = np.sqrt((2 * l + 1) / (4 * PI) * math.factorial(l - n) / math.factorial(l + n))
    val = norm * lpmv(n, l, np.clip(z / r, -1, 1)) * np.exp(1j * n * np.arctan2(y, x))
    return val if m >= 0 else (-1)**n * np.conj(val)
def gl(n, lo, hi):
    t, w = leggauss(n)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2
def coulomb_direct(l, m, R):
    # 2 int g_L(R+s)/s d3s in polar coordinates centred on the field point
    R = np.array(R, float); d = np.linalg.norm(R); e3 = R / d
    e1 = np.cross(e3, [0.3, 0.9, 0.1]); e1 /= np.linalg.norm(e1); e2 = np.cross(e3, e1)
    s, ws = gl(120, 0, d + 5); mu, wm = leggauss(80); ph = 2 * PI * (np.arange(10) + .5) / 10
    S, M, F = np.meshgrid(s, mu, ph, indexing='ij'); T = np.sqrt(1 - M * M)
    x, y, z = [R[i] + S * (T * np.cos(F) * e1[i] + T * np.sin(F) * e2[i] + M * e3[i]) for i in range(3)]
    dens = g(l, np.sqrt(x * x + y * y + z * z)) * ylm(l, m, x, y, z)
    return 2 * np.einsum('i,j,ijk->', ws * s, wm, dens) * 2 * PI / 10

# ---- symbolic tests
def zero(e): return sp.expand(e) == 0 or sp.simplify(e) == 0
A, b, r_ = sp.symbols('A b r', positive=True)
X, Y, Z = sp.symbols('X Y Z', real=True)
H = sp.Rational(1, 2)
G = sp.exp(-X**2 / (4 * A)) * sp.exp(-Y**2 / (4 * A)) * sp.exp(-Z**2 / (4 * A))
def act(poly):  # poly(i grad) applied to the Gaussian
    out = 0
    for pw, co in sp.Poly(poly, X, Y, Z).terms():
        t = G
        for sym, n in zip((X, Y, Z), pw):
            if n: t = sp.diff(t, sym, n)
        out += co * sp.I**sum(pw) * t
    return out
def lower(f):
    lx = -sp.I * (Y * sp.diff(f, Z) - Z * sp.diff(f, Y))
    ly = -sp.I * (Z * sp.diff(f, X) - X * sp.diff(f, Z))
    return sp.expand(lx - sp.I * ly)
pts = np.array([[.3, -.8, .5], [1.1, .4, -.7], [-.6, .2, .9]])
for l in range(4):
    mom = sp.integrate(r_**(2 * l + 2) * sp.exp(-A * r_**2), (r_, 0, sp.oo))
    assert zero(2 * A**(l + 3 * H) / sp.gamma(l + 3 * H) * mom - 1)
    poly = sp.expand((X + sp.I * Y)**l)
    for m in range(l, -l - 1, -1):
        assert zero(sum(sp.diff(poly, q, 2) for q in (X, Y, Z)))
        assert zero(act(poly) - (-sp.I / (2 * A))**l * poly * G)
        ratio = [complex(poly.subs({X: p[0], Y: p[1], Z: p[2]})) /
                 (np.linalg.norm(p)**l * ylm(l, m, *p)) for p in pts]
        assert max(abs(q / ratio[0] - 1) for q in ratio) < 1e-10
        poly = lower(poly)
    ex = sp.exp(-b**2 * r_**2)   # a = b^2
    P = sp.erf(b * r_) - ex * sum((b * r_)**(2 * j + 1) / sp.gamma(j + 3 * H) for j in range(l))
    vs = 8 * sp.pi * P / ((2 * l + 1) * r_**(l + 1))
    gs = 2 * b**(2 * l + 3) / sp.gamma(l + 3 * H) * r_**l * ex
    assert zero(sp.diff(vs, r_, 2) + 2 * sp.diff(vs, r_) / r_ - l * (l + 1) * vs / r_**2 + 8 * sp.pi * gs)
# non-harmonic z^2 picks up an extra term
assert zero(act(Z**2) - (-sp.I / (2 * A))**2 * Z**2 * G - G / (2 * A))

# ---- Cartesian grid: moment matrix and Fourier sums
h = 0.14; ax = (np.arange(60) - 29.5) * h
x, y, z = [q.ravel() for q in np.meshgrid(ax, ax, ax, indexing='ij')]
rr = np.sqrt(x * x + y * y + z * z)
solid = np.array([rr**l * ylm(l, m, x, y, z) for l, m in LM])
dens = solid * np.exp(-a * rr * rr) * np.array([c(l) for l, m in LM])[:, None]
err_m = np.abs(dens @ solid.conj().T * h**3 - np.eye(len(LM))).max()
assert err_m < 1e-10
err_f = 0
for kv in [(1.3, -0.7, 2.1), (3.0, 2.0, -4.0)]:
    num = dens @ np.exp(-1j * (kv[0] * x + kv[1] * y + kv[2] * z)) * h**3
    ref = np.array([(-1j)**l * ft(l, np.linalg.norm(kv)) * ylm(l, m, *kv) for l, m in LM])
    err_f = max(err_f, np.abs(num - ref).max())
assert err_f < 1e-10

# ---- direct Coulomb integrals
err_v = 0
for l, m in [(0, 0), (1, -1), (2, 0), (2, 1), (3, 2), (3, -3)]:
    for R in [(.2, -.3, .35), (.9, .6, -1.1)]:
        d = np.linalg.norm(R)
        err_v = max(err_v, abs(coulomb_direct(l, m, R) - v(l, d) * ylm(l, m, *R)) / v(l, d))
assert err_v < 1e-9

# ---- radial quadrature tests
def cutoff(l, al): return 2 * al * gammainccinv(l + .5, 1e-6)
def vk(l, r): return 16 / dfact(l) * integ(lambda k: k**l * np.exp(-k * k / (4 * a)) * spherical_jn(l, k * r), 0, 30)
for l in range(4):
    assert close(c(l), 2**(l + 2) * a**(l + 1.5) / (np.sqrt(PI) * dfact(l)), 1e-13)
    for k in (0.5, 2.0, 5.0):
        assert close(4 * PI * integ(lambda s: g(l, s) * spherical_jn(l, k * s) * s * s, 0, 7), ft(l, k), 1e-8)
    for r in (0.5, 1.0, 2.0):
        inner = integ(lambda s: g(l, s) * s**(l + 2), 0, r)
        outer = integ(lambda s: g(l, s) * s**(1 - l), r, r + 6)
        assert close(inner, gammainc(l + 1.5, a * r * r), 1e-9)
        assert close(outer, c(l) * np.exp(-a * r * r) / (2 * a), 1e-9)
        assert close(8 * PI / (2 * l + 1) * (inner / r**(l + 1) + outer * r**l), v(l, r), 1e-9)
        assert close(p_erf(l, a * r * r), gammainc(l + .5, a * r * r), 1e-12)
        assert close(vk(l, r), v(l, r), 1e-8)
    # next term is of relative size a r^2 = 3e-6
    assert close(vk(l, 1e-3) / 1e-3**l, 4 * PI * c(l) / (a * (2 * l + 1)), 1e-5)
    assert close(0.5 * integ(lambda s: g(l, s) * v(l, s) * s * s, 1e-9, 7), eself(l), 1e-9)
    for al in (2.0, 3.0, 4.0):
        assert close(integ(lambda s: g(l, s, al) * s**(l + 2), rc, rc + 6), gammaincc(l + 1.5, al * rc**2), 1e-8)
        spec = lambda k: k**(2 * l) * np.exp(-k * k / (2 * al))
        gm = np.sqrt(cutoff(l, al))
        assert close(integ(spec, gm, gm + 25) / integ(spec, 0, 30), 1e-6, 1e-7)
mp.mp.dps = 40
xs = a * 0.01**2; exact = float(mp.gammainc(mp.mpf(7) / 2, 0, xs, regularized=True))
loss_erf, loss_gam = abs(p_erf(3, xs) / exact - 1), abs(gammainc(3.5, xs) / exact - 1)
assert loss_erf > 1e-9 and loss_gam < 1e-12

# ---- model quadrupole density and its compensation
dn = lambda s: amp * s**2 * (1 - s * s / rc**2)**2
Q = integ(lambda s: dn(s) * s**4, 0, rc)
assert close(Q, 8 * amp * rc**7 / 693, 1e-11)
ks = 1e-3   # next term is of relative size below (k rc)^2 = 4e-6
assert close(4 * PI * integ(lambda s: dn(s) * spherical_jn(2, ks * s) * s * s, 0, rc) / ks**2, 4 * PI * Q / 15, 1e-5)
s, ws = gl(40, 0, rc); mu, wm = leggauss(200); y20 = np.sqrt(5 / (4 * PI))
kern = y20 * (1.5 * mu**2 - .5)[None, :] / np.sqrt(R0**2 + s[:, None]**2 - 2 * R0 * s[:, None] * mu[None, :])
v_dn = 4 * PI * np.einsum('i,j,ij->', ws * s * s * dn(s), wm, kern)
v_g = Q * coulomb_direct(2, 0, (0, 0, R0)).real
v_pt = 8 * PI * Q * y20 / (5 * R0**3)
res = v_pt * gammaincc(2.5, a * R0**2)
assert close(v_dn, v_pt, 1e-11)
assert close(v_dn - v_g, res, 1e-5)

print(f"inputs: a = {a} bohr^-2, r_c = {rc} bohr, a r_c^2 = {a*rc**2:.1f}; 1 Ry = {RY_EV:.6f} eV")
print(f"max error: moment matrix {err_m:.0e}, grid Fourier sum {err_f:.0e}, direct Coulomb (rel) {err_v:.0e}")
for l in range(4):
    print(f"l={l}: Gamma(l+3/2) = {gamma(l+1.5):.6f}, (2l+1)!! = {dfact(l)}, c_l = {c(l):.6f} bohr^-{2*l+3}")
for l in range(4):
    print(f"l={l}: radial transform at k = 2, 5 /bohr: {ft(l,2.):.6f}, {ft(l,5.):.6f} bohr^-{l}")
print(f"exp(-k^2/4a) at k = 2, 5 /bohr: {np.exp(-4/(4*a)):.6f}, {np.exp(-25/(4*a)):.6f}")
for l in range(4):
    print(f"l={l}: v_l at r = 0.5, 1, 2 bohr: {v(l,.5):.6f}, {v(l,1.):.6f}, {v(l,2.):.6f} Ry bohr^-{l}")
for l in range(4):
    print(f"l={l}: small-r v_l/r^l = {4*PI*c(l)/(a*(2*l+1)):.6f} Ry bohr^-{2*l}; "
          f"point multipole at r_c = {8*PI/((2*l+1)*rc**(l+1)):.6f} Ry bohr^-{l}")
for l in range(4):
    print(f"l={l}: moment outside r_c = {gammaincc(l+1.5,a*rc**2):.4e}; potential deficit at r_c = {gammaincc(l+.5,a*rc**2):.4e}")
for l in range(4):
    print(f"l={l}: self-energy = {eself(l):.6f} Ry bohr^-{2*l}; cutoff for 1e-6 loss = {cutoff(l,a):.2f} Ry")
print(f"l=2, r=1 bohr, x = {a:.1f}: erf(sqrt x) = {erf(np.sqrt(a)):.6f}, exp(-x) = {np.exp(-a):.6f}")
print(f"  x^(1/2)/Gamma(3/2) = {a**.5/gamma(1.5):.6f}, x^(3/2)/Gamma(5/2) = {a**1.5/gamma(2.5):.6f}")
print(f"  P(5/2,x) = {gammainc(2.5,a):.6f}; inner P(7/2,x) = {gammainc(3.5,a):.6f}, outer = {c(2)*np.exp(-a)/(2*a):.6f}")
print(f"  8 pi/5 = {8*PI/5:.6f}, v_2 = {v(2,1.):.6f} Ry bohr^-2")
print(f"l=3, r=0.01 bohr: P(7/2) = {exact:.4e}; rel. error erf sum {loss_erf:.0e}, gammainc {loss_gam:.0e}")
print(f"model: A = {amp} bohr^-5, Q_20 = {Q:.6f} bohr^2, Y_20(axis) = {y20:.6f}, R = {R0} bohr")
print(f"small-k coefficient 4 pi Q/15 = {4*PI*Q/15:.6f} bohr^2")
print(f"potential of model density at R = {v_dn:.8f} Ry = {v_dn*RY_EV*1e3:.2f} meV")
print(f"potential of Q g_20 at R (direct) = {v_g:.8f} Ry")
print(f"a R^2 = {a*R0**2:.2f}, 1-P(5/2,aR^2) = {gammaincc(2.5,a*R0**2):.4e}")
print(f"residual: direct {v_dn-v_g:.4e} Ry, formula {res:.4e} Ry = {res*RY_EV*1e3:.4f} meV")
for al in (2.0, 3.0, 4.0):
    print(f"l=2, a = {al} bohr^-2: moment outside r_c = {gammaincc(3.5,al*rc**2):.3e}, cutoff = {cutoff(2,al):.2f} Ry")
print("finished without a failed check")
```

Running it gives:

```
inputs: a = 3.0 bohr^-2, r_c = 2.0 bohr, a r_c^2 = 12.0; 1 Ry = 13.605693 eV
max error: moment matrix 3e-15, grid Fourier sum 2e-15, direct Coulomb (rel) 9e-15
l=0: Gamma(l+3/2) = 0.886227, (2l+1)!! = 1, c_l = 11.726460 bohr^-3
l=1: Gamma(l+3/2) = 1.329340, (2l+1)!! = 3, c_l = 23.452921 bohr^-5
l=2: Gamma(l+3/2) = 3.323351, (2l+1)!! = 15, c_l = 28.143505 bohr^-7
l=3: Gamma(l+3/2) = 11.631728, (2l+1)!! = 105, c_l = 24.123004 bohr^-9
l=0: radial transform at k = 2, 5 /bohr: 9.004198, 1.564695 bohr^-0
l=1: radial transform at k = 2, 5 /bohr: 6.002799, 2.607825 bohr^-1
l=2: radial transform at k = 2, 5 /bohr: 2.401119, 2.607825 bohr^-2
l=3: radial transform at k = 2, 5 /bohr: 0.686034, 1.862732 bohr^-3
exp(-k^2/4a) at k = 2, 5 /bohr: 0.716531, 0.124514
l=0: v_l at r = 0.5, 1, 2 bohr: 39.173330, 24.773195, 12.566359 Ry bohr^-0
l=1: v_l at r = 0.5, 1, 2 bohr: 10.647223, 7.442557, 2.094343 Ry bohr^-1
l=2: v_l at r = 0.5, 1, 2 bohr: 3.495670, 3.487324, 0.628182 Ry bohr^-2
l=3: v_l at r = 0.5, 1, 2 bohr: 1.016244, 1.652480, 0.224144 Ry bohr^-3
l=0: small-r v_l/r^l = 49.119682 Ry bohr^-0; point multipole at r_c = 12.566371 Ry bohr^-0
l=1: small-r v_l/r^l = 32.746455 Ry bohr^-2; point multipole at r_c = 2.094395 Ry bohr^-1
l=2: small-r v_l/r^l = 23.577447 Ry bohr^-4; point multipole at r_c = 0.628319 Ry bohr^-2
l=3: small-r v_l/r^l = 14.435172 Ry bohr^-6; point multipole at r_c = 0.224399 Ry bohr^-3
l=0: moment outside r_c = 2.4980e-05; potential deficit at r_c = 9.6336e-07
l=1: moment outside r_c = 2.1711e-04; potential deficit at r_c = 2.4980e-05
l=2: moment outside r_c = 1.1394e-03; potential deficit at r_c = 2.1711e-04
l=3: moment outside r_c = 4.3013e-03; potential deficit at r_c = 1.1394e-03
l=0: self-energy = 17.366430 Ry bohr^-0; cutoff for 1e-6 loss = 71.78 Ry
l=1: self-energy = 5.788810 Ry bohr^-2; cutoff for 1e-6 loss = 91.99 Ry
l=2: self-energy = 2.083972 Ry bohr^-4; cutoff for 1e-6 loss = 107.66 Ry
l=3: self-energy = 0.637950 Ry bohr^-6; cutoff for 1e-6 loss = 121.57 Ry
l=2, r=1 bohr, x = 3.0: erf(sqrt x) = 0.985694, exp(-x) = 0.049787
  x^(1/2)/Gamma(3/2) = 1.954410, x^(3/2)/Gamma(5/2) = 3.908820
  P(5/2,x) = 0.693781; inner P(7/2,x) = 0.460251, outer = 0.233530
  8 pi/5 = 5.026548, v_2 = 3.487324 Ry bohr^-2
l=3, r=0.01 bohr: P(7/2) = 4.0196e-14; rel. error erf sum 1e-04, gammainc 3e-15
model: A = 0.1 bohr^-5, Q_20 = 0.147763 bohr^2, Y_20(axis) = 0.630783, R = 2.2 bohr
small-k coefficient 4 pi Q/15 = 0.123790 bohr^2
potential of model density at R = 0.04399959 Ry = 598.64 meV
potential of Q g_20 at R (direct) = 0.04399859 Ry
a R^2 = 14.52, 1-P(5/2,aR^2) = 2.2772e-05
residual: direct 1.0020e-06 Ry, formula 1.0020e-06 Ry = 0.0136 meV
l=2, a = 2.0 bohr^-2: moment outside r_c = 2.512e-02, cutoff = 71.78 Ry
l=2, a = 3.0 bohr^-2: moment outside r_c = 1.139e-03, cutoff = 107.66 Ry
l=2, a = 4.0 bohr^-2: moment outside r_c = 4.062e-05, cutoff = 143.55 Ry
finished without a failed check
```
